# The Upper Bound on the PAW Occupancy Matrix, part 2

For a hydrogen atom confined by a hard spherical wall, the projector augmented-wave (PAW) method can give an occupancy matrix $\rho$ with eigenvalues above one for a single electron. The ceiling on $\rho$ is a matrix $G$, not the unit matrix. The claim that eigenvalues may exceed one needs three things: the overlap operator $S$ is positive definite, the bound is attained, and $G$ has an eigenvalue above one. The last depends on how the partial waves are normalised and is still to be shown for several partial waves.

Hartree atomic units are used, with one spin channel until section 10. The $n_p$ all-electron and pseudo partial waves $\phi_i,\tilde\phi_i$ agree outside the augmentation sphere $\Omega$, where the projectors $p_i$ vanish. With $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$,
$$W_{ij}=\langle\phi_i|\phi_j\rangle_\Omega,\quad \tilde W_{ij}=\langle\tilde\phi_i|\tilde\phi_j\rangle_\Omega,\quad q=W-\tilde W,\quad O_{ij}=\langle p_i|p_j\rangle,$$
$$S=1+\sum_{ij}|p_i\rangle q_{ij}\langle p_j|.$$
The pseudo states solve $\tilde H\tilde\psi_n=\varepsilon_nS\tilde\psi_n$ with $\langle\tilde\psi_n|S|\tilde\psi_m\rangle=\delta_{nm}$; $\psi_n$ are the all-electron states. For occupations $0\le f_n\le1$,
$$\rho_{ij}=\sum_nf_n\langle p_i|\tilde\psi_n\rangle\langle\tilde\psi_n|p_j\rangle .$$
Here $|pc\rangle$ means $\sum_j|p_j\rangle c_j$, $(pA)_j=\sum_kp_kA_{kj}$, and $A\le B$ means $c^\dagger Ac\le c^\dagger Bc$ for every $c$.

Section 1: for states equal to their partial-wave expansions inside $\Omega$, $\langle\psi_a|\psi_b\rangle=\langle\tilde\psi_a|S|\tilde\psi_b\rangle$.

Section 3: with $(a,b)_S=\langle a|S|b\rangle$, Bessel's inequality reads $\sum_n|(\tilde\psi_n,u)_S|^2\le(u,u)_S$. A complete set with all $f_n=1$ gives $\rho=G$, the closure limit.

Sections 4 to 6: $S>0$ if and only if $O^{-1}+q>0$, and then
$$0\le\rho\le G=(O^{-1}+q)^{-1}.$$
The bound is attained; one electron is enough to reach $\lambda_{\max}(G)$.

Section 7: under $\phi'=\phi A$, $\tilde\phi'=\tilde\phi A$, $S$ and the states are unchanged, while
$$W'=A^\dagger WA,\quad \rho'=A^{-1}\rho A^{-\dagger},\quad G'=A^{-1}GA^{-\dagger}.$$
The eigenvalues of $G^{-1}\rho$, the invariant occupations, do not change. They lie in $[0,1]$, add up to no more than the number of electrons, and belong to the density matrix in the orthonormal orbitals $y=S^{-1}pG^{-1/2}$.

## Part II. The size of the bound, and hydrogen in a cavity

From Part I: $\phi_i,\tilde\phi_i$ are the all-electron and pseudo partial waves, equal outside the sphere $\Omega$; the $n_p$ projectors $p_i$ vanish outside $\Omega$ and obey $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$; $W,\tilde W$ are the sphere overlaps of $\phi$ and $\tilde\phi$, $q=W-\tilde W$, $O_{ij}=\langle p_i|p_j\rangle$, $S=1+\sum|p_i\rangle q_{ij}\langle p_j|$, and $\rho_{ij}=\sum_nf_n\langle p_i|\tilde\psi_n\rangle\langle\tilde\psi_n|p_j\rangle$ for $S$-orthonormal states with $0\le f_n\le1$. $S>0$ is equivalent to $O^{-1}+q>0$. Then $0\le\rho\le G=\langle p|S^{-1}|p\rangle=(O^{-1}+q)^{-1}$, one electron can reach $\lambda_{\max}(G)$, and the eigenvalues of $G^{-1}\rho$ lie in $[0,1]$ and survive a change of basis $\phi\to\phi A$, under which $\rho\to A^{-1}\rho A^{-\dagger}$ and $W\to A^\dagger WA$.

### 8. A lower bound on $G$

Split each pseudo partial wave inside $\Omega$ into a part in the span of the projectors and a remainder:
$$\tilde\phi_j=\sum_kp_k(O^{-1})_{kj}+\eta_j .$$
The remainder is orthogonal to every projector, because $\langle p_i|\eta_j\rangle_\Omega=\delta_{ij}-(OO^{-1})_{ij}=0$; here duality holds as an integral over $\Omega$ since the projectors vanish outside. The cross terms in $\tilde W$ drop out, and the overlap matrix of the first parts is $O^{-1}OO^{-1}$, so
$$\tilde W=O^{-1}+X,\qquad X_{ij}=\langle\eta_i|\eta_j\rangle_\Omega\ge0,$$
$$G^{-1}=O^{-1}+q=O^{-1}+W-O^{-1}-X=W-X\le W .$$
$X$ measures the part of the pseudo partial waves that lies outside the projector span. The condition $S>0$ now reads $X<W$.

To invert the inequality, note that for any positive definite $K$ and vectors $c,x$,
$$(x-K^{-1}c)^\dagger K(x-K^{-1}c)=x^\dagger Kx-2\operatorname{Re}c^\dagger x+c^\dagger K^{-1}c\ge0,$$
so $c^\dagger K^{-1}c=\max_x[2\operatorname{Re}c^\dagger x-x^\dagger Kx]$, reached at $x=K^{-1}c$. If $0<K_1\le K_2$, the bracket for $K_1$ is at least that for $K_2$ at every $x$, and so are the maxima: $K_1^{-1}\ge K_2^{-1}$. With $K_1=G^{-1}$ and $K_2=W$,
$$G\ge W^{-1}.$$
With $K=W$, $c$ the $i$-th unit vector and the trial vector $x=c/W_{ii}$, the bracket is $2/W_{ii}-1/W_{ii}$, so $(W^{-1})_{ii}\ge1/W_{ii}$. Therefore
$$\lambda_{\max}(G)\ge G_{ii}\ge(W^{-1})_{ii}\ge\frac1{W_{ii}} .$$
A bound partial wave normalised over all space has $W_{ii}<1$, so $\lambda_{\max}(G)>1$, and the attained bound gives an admissible one-electron state with $\lambda_{\max}(\rho)>1$. This completes the claim for that normalisation. For partial waves made orthonormal within the sphere, $A=W^{-1/2}$ gives $W'=1$ and $G'=(1-X')^{-1}\ge1$; each eigenvalue $x$ of $X'$ gives an eigenvalue $1/(1-x)$ of $G'$, above one whenever $x>0$. In this basis $\rho'=W^{1/2}\rho W^{1/2}$ has the eigenvalues of $W\rho$.

Limit: if the projectors span the same space as the $\tilde\phi_i$ cut off at the sphere, then $\eta=0$ and $G=W^{-1}$, and the eigenvalues of $W\rho$ are capped at one. If all projectors go to zero at the sphere radius, so does every function in their span, and a set of partial waves that does not vanish there cannot span the same space.

### 9. States that the partial waves describe completely

Assume, in this section, that every occupied state equals its expansion inside the sphere, $\tilde\psi_n=\sum_i\tilde\phi_ic_{in}$ with $c_{in}=\langle p_i|\tilde\psi_n\rangle$. Section 1 showed that the all-electron states are then orthonormal in the ordinary sense and equal $\sum_i\phi_ic_{in}$ in $\Omega$. Let $w=\phi W^{-1}$ inside $\Omega$ and zero outside. Then $\langle w_i|\psi_n\rangle=(W^{-1}Wc_n)_i=c_{in}$, and the overlap matrix of the $w_i$ is $W^{-1}WW^{-1}=W^{-1}$. Bessel's inequality with $S=1$ and $w$ in place of $p$ gives the tighter bound $\rho\le W^{-1}$. An eigenvalue of $W\rho$ above one therefore proves that some occupied state is not contained in the partial-wave span within the sphere. For one state and one partial wave, the charge in the sphere is $Q=W|c|^2$, so $\rho=Q/W$: the occupancy is the sphere charge of the state divided by the sphere charge of the reference wave, and it exceeds one when the state is more concentrated than the reference.

### 10. Spin, several atoms, finite basis

If $\rho$ is summed over two collinear spin channels with the same $S$, the bounds add and $\rho_\uparrow+\rho_\downarrow\le2G$. For several atoms, let $i$ run over all projectors of all sites, assumed linearly independent, with $q$ block-diagonal. Sections 4 to 6 used nothing about the centres and hold unchanged. Choosing $c$ non-zero on one site $a$ gives $\rho_{aa}\le G_{aa}$, a block of the full inverse. If the spheres do not overlap, $O$ is block-diagonal, so is $O^{-1}+q$, and $G_{aa}=(O_{aa}^{-1}+q_{aa})^{-1}$ is the single-atom matrix; a crystal is covered as a periodic supercell with states normalised over it. If the states are confined to the span of a finite basis, the full sum is $G_b$ with $c^\dagger G_bc=\max_\psi[2\operatorname{Re}\langle pc|\psi\rangle-\langle\psi|S|\psi\rangle]$ over that span, by the completed square of section 8 with $K=S$. The same maximum over all functions is $c^\dagger Gc$, so $G_b\le G$.

### 11. A hydrogen dataset

The model is the s channel of one electron in $v=-1/r$: nonrelativistic, fixed point nucleus, no electron interaction. Functions are radial, $u(r)=rR(r)$, with $T=-\frac12d^2/dr^2$ and scalar product $\int dr$; all are real. The sphere radius is $r_c=1$ bohr. The partial waves are $\phi_1=2re^{-r}$, $\varepsilon_1=-\frac12$ Ha, and $\phi_2=2^{-1/2}r(1-r/2)e^{-r/2}$, $\varepsilon_2=-\frac18$ Ha, both normalised over all space. Inside the sphere $\tilde\phi=a_0r+a_1r^3+a_2r^5+a_3r^7$, with the value and three derivatives matched at $r_c$; these four linear equations give $(1.3949,-1.0577,0.50583,-0.1073)$ for 1s and $(0.48975,-0.43056,0.19601,-0.040766)$ for 2s. The local potential is $\tilde v=-\frac32+\frac12r^2$ inside, which joins $-1/r$ in value and slope.

Define $\chi_j=(\varepsilon_j-T-\tilde v)\tilde\phi_j$, which vanishes outside the sphere, where $\tilde\phi_j$ solves the true equation. For 1s, $\varepsilon_1-\tilde v=1-r^2/2$ and $\frac12\tilde\phi''=3a_1r+10a_2r^3+21a_3r^5$, so the coefficients of $r,r^3,\dots,r^9$ in $\chi_1$ are $a_0+3a_1$, $a_1-a_0/2+10a_2$, $a_2-a_1/2+21a_3$, $a_3-a_2/2$ and $-a_3/2$, or $-1.778,\,3.303,\,-1.219,\,-0.360,\,0.054$; their sum, $\chi_1(r_c)$, is zero. With $B_{ij}=\langle\tilde\phi_i|\chi_j\rangle$, the projectors $p=\chi B^{-1}$ are dual, $\langle\tilde\phi_i|p_j\rangle=(BB^{-1})_{ij}$. The Hamiltonian is $\tilde H=T+\tilde v+\sum|p_i\rangle D_{ij}\langle p_j|$ with
$$D_{ij}=\langle\phi_i|T+v|\phi_j\rangle_\Omega-\langle\tilde\phi_i|T+\tilde v|\tilde\phi_j\rangle_\Omega=\varepsilon_jW_{ij}-(\varepsilon_j\tilde W_{ij}-B_{ij})=\varepsilon_jq_{ij}+B_{ij}.$$
$D$ is symmetric: partial integration makes the difference between the $ij$ and $ji$ elements of each term the surface value $-\frac12(u_iu_j'-u_ju_i')$ at $r_c$, equal for both kinds of wave. Using $\chi=pB$,
$$\tilde H\tilde\phi_j=\varepsilon_j\tilde\phi_j-\chi_j+\sum_ip_i(\varepsilon_jq_{ij}+B_{ij})=\varepsilon_j\Big(\tilde\phi_j+\sum_ip_iq_{ij}\Big)=\varepsilon_jS\tilde\phi_j .$$
Sphere integrals are evaluated by 250-point Gauss–Legendre quadrature. States in a cavity of radius $R$ are expanded in $\sqrt{2/R}\sin(k\pi r/R)$, $k=1,\dots,N_b$, and the generalised eigenproblem is diagonalised. All overlap and occupancy matrices are dimensionless.

### 12. One projector

With $I_n(x)=\int_0^xt^ne^{-t}dt=n!\,[1-e^{-x}\sum_{k\le n}x^k/k!]$ and $t=2r$, $W=\frac12I_2(2)=1-5e^{-2}=0.323324$. Quadrature gives $q=0.019320$, $O=\langle\chi_1|\chi_1\rangle/B^2=5.073968$ and $X=0.106919$. Then $1+qO=1.098031>0$, and
$$G^{-1}=O^{-1}+q=0.197084+0.019320=0.216404,\qquad W-X=0.323324-0.106919=0.216405,$$
equal up to rounding, so $G=4.62097$. This lies above $1/W=3.09288$, as section 8 demands. Summing $\langle p|\tilde\psi_n\rangle^2$ over all 160 eigenstates for $R=3$ bohr, $N_b=160$, gives $4.620970$, the closure limit of section 3. With the partial wave multiplied by 3 the ceiling is $4.62097/9=0.513441$, below one, for the same $S$ and the same states.

The lowest state at $R=3$ bohr has energy $-0.423947$ Ha and $\langle p|\tilde\psi\rangle=1.1647$, so $\rho=1.357$ and $\rho/G=1.35663/4.62097=0.2936$. The all-electron solution of the same model follows from $u=re^{-\kappa r}F$ with $E=-\kappa^2/2$. Then $u''=e^{-\kappa r}[rF''+2(1-\kappa r)F'+(\kappa^2r-2\kappa)F]$, and $-\frac12u''-u/r+\frac12\kappa^2u=0$ becomes $rF''+2(1-\kappa r)F'+(2-2\kappa)F=0$. In $z=2\kappa r$, after division by $2\kappa$, this is Kummer's equation $zF_{zz}+(2-z)F_z-(1-1/\kappa)F=0$, with regular solution $M(1-1/\kappa,2,z)$. Root-finding on $M=0$ at $r=R$ gives $E=-0.423967$ Ha $=-11.537$ eV. The PAW energy lies $2.0\times10^{-5}$ Ha above this all-electron value. A least-squares fit of the normalised $u$ by $\phi_1$ in the sphere, $c=\langle\phi_1|u\rangle_\Omega/W$, gives $1.1573$ and $c^2=1.339$, which the PAW value exceeds by 1.3 % of the fit value. Fit and projection would coincide if the state lay in the partial-wave span (section 9); their difference shows that it does so only approximately. The relation $Q=W\rho$ gives $0.3233\times1.357=0.439$, and the all-electron fit gives $Wc^2=0.3233\times1.339=0.433$: the wall has raised the charge within 1 bohr from 0.32 to about 0.43, and $\rho$ is the ratio of the two charges to within the 1.3 % found above.

### 13. Two projectors

Listing elements as $(11,12,22)$, quadrature gives $W=(0.323324,\,0.105185,\,0.0343165)$, $q=(0.0193204,\,0.0068488,\,0.00242553)$, $X=(0.063810,\,0.0190099,\,0.00566415)$ and $O=(3800,\,-11494,\,34803)$. Here $q_{11}q_{22}=4.686\times10^{-5}$ is smaller than $q_{12}^2=4.691\times10^{-5}$, so $q$ has one negative eigenvalue, and $S$ on the projector span has eigenvalues $0.9845$ and $1.4114$: one below unity, both positive. The ceiling is $G=(2988,\,-8986,\,27062)$ with eigenvalues $3.4706$ and $3.005\times10^4$, above those of $W^{-1}$, which are $2.7968$ and $1.134\times10^4$. A top eigenvalue of at least $1.134\times10^4$ is forced by $G\ge W^{-1}$ (the further factor $30046/11340=2.65$ comes from $X$): within the sphere the two waves are nearly parallel, $W_{12}/\sqrt{W_{11}W_{22}}=0.105185/0.105334=0.9986$, so $W$ is nearly singular, and large opposite coefficients describe a function of modest size. Maximising $\langle\psi|\sum_ip_i\rangle\langle p_i|\psi\rangle$ at unit $S$-norm by diagonalisation in the 160 sines gives $30046.2$, the top eigenvalue of $G$ to that figure. With five sines the eigenvalues of $G^{-1}G_b$ are $0.386$ and $0.990$, below one as section 10 requires.

For sphere-orthonormal waves the eigenvalues of $G'$ are $1.0025$ and $3.2799$, so those of $X'$ are $0.0025$ and $1-1/3.2799=0.695$. With one projector the corresponding ceiling was $WG=0.3233\times4.621=1.494$; the second projector raised the top value. Along the 1s wave the unrepresented fraction $X_{11}/W_{11}$ fell from $0.331$ to $0.197$, as it must when $\eta_1$ is orthogonal to a larger span, so the value $0.695$ belongs to a combination involving the 2s wave.

Free-atom limit. The bound waves $\tilde\phi_1,\tilde\phi_2$ are $S$-orthonormal eigenstates, so filling both gives $\rho_{ij}=\sum_n\delta_{in}\delta_{nj}=\delta_{ij}$. For $R=30$ bohr and 360 sines the energies are $-0.5$ and $-0.125$ Ha and both eigenvalues of $\rho$ are 1 to six figures. The invariant occupations are then the eigenvalues of $G^{-1}$, $1/30046=3.33\times10^{-5}$ and $1/3.4706=0.288$, far from saturation.

Wall on the 2s node. At $R=2$ bohr, $\phi_2$ vanishes at the wall and has no node inside, so it is the all-electron cavity ground state. Its partner $\tilde\psi=c\,\tilde\phi_2$ solves the pseudo problem with $\varepsilon=-\frac18$ Ha, and the $S$-norm gives $c^2\int_0^2\phi_2^2dr=1$. The integrand is $(\frac12r^2-\frac12r^3+\frac18r^4)e^{-r}$, with $I_2(2)=2(1-5e^{-2})$, $I_3(2)=6(1-\frac{19}3e^{-2})$, $I_4(2)=24(1-7e^{-2})$:
$$\int_0^2\phi_2^2\,dr=(1-5e^{-2})-(3-19e^{-2})+(3-21e^{-2})=1-7e^{-2}=0.052653 .$$
By duality $\rho_{22}=c^2=18.9923$ and the other elements vanish. Diagonalisation with 120 sines finds this as the lowest state, at $-0.12500000$ Ha with $\rho_{22}=18.992264$. For one state $\rho=cc^\dagger$, and $G^{-1}\rho\,(G^{-1}c)=G^{-1}c\,(c^\dagger G^{-1}c)$, so the non-zero invariant occupation is $c^\dagger(W-X)c=18.9923\times(0.0343165-0.0056642)=0.5442$. The state is completely expanded, and $W_{22}\rho_{22}=0.652$ is its charge within 1 bohr, below one as section 9 requires.

Wall at 3 bohr. The energy is $-0.423967$ Ha, the all-electron value to six decimals, and $c=(0.93239,\,0.69152)$. The non-zero eigenvalue of $\rho$ is $c^\dagger c=0.86935+0.47820=1.3476$. The fit $W^{-1}\langle\phi|u\rangle_\Omega=(0.93008,\,0.69839)$ has squared length $1.3528$, from which the PAW value differs by 0.4 %. With $W-X=(0.259514,\,0.086175,\,0.028652)$ and $c_1c_2=0.64477$, the invariant occupation is $0.22561+0.11113+0.01370=0.3504$. It need not equal the one-projector $0.2936$, since the orbitals $y_k$, the operator $S$ and the pseudo state all change when a projector is added; the invariance of section 7 covers changes of basis within a fixed span.

### 14. Filling the cavity

Occupy the lowest $m$ s states at $R=3$ bohr with non-interacting electrons of one spin. Each added state adds a positive semidefinite matrix to $\rho$, so the smallest and largest eigenvalue in each column cannot decrease, and the closure limit is $G$.

| $m$ | eig $\rho$ | eig $W\rho$ | eig $G^{-1}\rho$ |
|---|---|---|---|
| 2 | 1.161, 268.5 | 0.0130, 0.758 | 0.0045, 0.664 |
| 4 | 2.259, 8082 | 0.5925, 0.972 | 0.181, 0.969 |
| 8 | 3.435, 29400 | 0.9995, 3.186 | 0.969, 0.9991 |
| 16 | 3.468, 30008 | 1.0023, 3.274 | 0.9980, 0.99999 |

The first column climbs towards $3.4706$ and $30046$, the second towards $1.0025$ and $3.2799$, the third towards one, each from below. Two electrons already give $\rho$ an eigenvalue of 268.5, while the invariant occupations add to $0.669$, under the electron number. The middle column stays below one up to $m=4$ and reaches $3.19$ at $m=8$. By section 9 this proves that at least one of the lowest eight states is not in the span of the two pseudo partial waves inside the sphere, so in the rows $m=8$ and $16$ the matrix $\rho$ belongs to the pseudo problem defined by $\tilde H$ and $S$ and is not a partial-wave expansion of all-electron hydrogen, although the eighth energy, $34.28$ Ha, is still within about 2 % of the all-electron $33.59$ Ha. The test works in one direction only: values below one in the rows $m=2$ and $4$ do not show that those states lie in the partial-wave span, and they do so only roughly: the expansion of the fourth pseudo state leaves a remainder whose squared norm is 31 % of the state's own in the sphere, and least-squares fits of the all-electron states by $\phi_1,\phi_2$ give top eigenvalues of 246 and 4925 in place of 268.5 and 8082. The bound $\rho\le G$ needs no such fidelity and holds in every row.

All numerical values are calculated from the stated model.
